Bi³⁺ 6s in an oxygen octahedron: the √6 coupling, part 2

The problem is how strongly the 6s orbital of a Bi³⁺ ion, at the centre of a regular octahedron of six oxygens, couples to the oxygen 2p orbitals, and where the resulting levels lie. Each electron moves in an effective one-electron Hamiltonian H. Energies are in eV and lengths in nm.

Bi is at the origin, and the oxygens lie at distance d along +x, −x, +y, −y, +z and −z, numbered 1 to 6 in that order. The orbitals are orthonormal: s is the Bi 6s orbital, σᵢ is the 2p orbital of oxygen i along its bond, with its positive lobe towards Bi, and the two 2p orbitals across each bond are called π. The energy of s is E_s and that of every oxygen 2p orbital is E_p. By symmetry the π orbitals do not couple to s, and the six σ hoppings are equal:

⟨s|H|σᵢ⟩ = −t, with t > 0.

The only oxygen combination that couples to s is

A = (σ₁ + σ₂ + σ₃ + σ₄ + σ₅ + σ₆)/√6,

⟨s|H|A⟩ = −√6 t.

With no hopping between oxygens, s and A give the two levels

E± = (E_s + E_p)/2 ± √[((E_p − E_s)/2)² + 6t²].

The upper one, E₊, is antibonding. The 38 electrons of the cluster fill all 19 orbitals, so a hole forms first in this state.

The example has d = 0.23 nm, E_p = 0, E_s = −5 eV and t = 2 eV, rough values in the regime of Ba₂BiTaO₆. They give E₋ = −8.0 eV and E₊ = 3.0 eV, with a 6s share of 27.3% in the upper state.

Two entries in the numerical output at the end refer to earlier steps. The second-order estimate is E₊ ≈ E_p + 6t²/Δ, with Δ = E_p − E_s. The Gaussian symmetry model is a one-electron test system with seven unit positive charges, used to check the symmetry statements on calculated integrals.

## Second half: neighbours, distortions and the crystal

The symbols and results carried over are these. The Bi 6s orbital is s, with energy E_s = −5 eV. The six oxygen 2p orbitals σᵢ point with their positive lobes towards Bi, have energy E_p = 0, and each has the matrix element −t with s, where t = 2 eV. Their symmetric combination A = (σ₁ + … + σ₆)/√6 has the matrix element −√6 t with s, of magnitude 4.899 eV. The Bi–O distance is d = 0.23 nm. With no hopping between oxygens, the antibonding level is E₊ = 3.0 eV, and it is the highest filled level of the cluster.

The √6 rests on six equal bonds, and it is useful to know what replaces it when they are unequal, as they are in a disordered film. Let bond i have the hopping tᵢ, with each σᵢ still pointing along its own bond and s still without coupling to the π orbitals. The part of H s in the oxygen set is then −Σ tᵢσᵢ, whose length is

g = √(t₁² + t₂² + t₃² + t₄² + t₅² + t₆²).

There is still one combination that takes the whole coupling, but it weights each oxygen by its tᵢ. The symmetric combination A receives −Σtᵢ/√6 = −√6 t̄, where t̄ is the mean hopping. Writing tᵢ = t̄ + δᵢ with Σδᵢ = 0 gives

g² = 6t̄² + Σδᵢ².

If three hoppings are 10% above the mean and three are 10% below, Σδᵢ² = 0.06 t̄², and g² grows from 6 t̄² to 6.06 t̄². The total strength g rises by 0.5% at fixed mean hopping. The part that misses A is √0.06 t̄ = 0.245 t̄, or 0.49 eV for t̄ = 2 eV. The strength is thus much less sensitive to such disorder than the shape of the combination.

A missing oxygen matters more. With five equal bonds, and with E_s, E_p and t held fixed, g = √5 t and

E₊ = −2.5 eV + √(6.25 + 20) eV = 2.62 eV,

which is 0.38 eV below the value for the full octahedron. This counts only the loss of one Bi–O bond. The missing oxygen also takes away its hopping to the other oxygens. Since that hopping lowers A, as shown below, its loss makes the drop smaller. A real oxygen vacancy also changes the charge around the ion and lets its neighbours relax, and both are outside this estimate.

Hopping between oxygens is the next correction. Take two 2p orbitals pointing along the unit vectors a and b, on oxygens joined by the unit vector u. Each orbital can be split into a part along u and a part across it. With V_σ for the hopping between parts along the line, and V_π for that between parallel parts across it,

h = V_σ (a·u)(b·u) + V_π [a·b − (a·u)(b·u)].

The example uses the rough values V_σ = 0.60 eV and V_π = −0.15 eV. For the oxygens on +x and +y, the inward orbitals have a = (−1, 0, 0) and b = (0, −1, 0), and u = (−1, 1, 0)/√2. Then a·u = 1/√2, b·u = −1/√2 and a·b = 0, so

h = −½V_σ + ½V_π = ½(V_π − V_σ) = −0.375 eV.

Each oxygen has four such neighbours at the distance √2 d. The one opposite, at 2d, is left out. In A all six amplitudes are equal, so each oxygen receives four equal contributions, and the energy of A moves by

4 × ½(V_π − V_σ) = 2(V_π − V_σ) = −1.5 eV.

The hopping between oxygens does not turn A into anything else. What it makes of A must be as symmetric as A. On each oxygen, a p orbital that is unchanged by a quarter turn about the bond has to lie along the bond, and the rotations make the six amplitudes equal. That describes a multiple of A. The matrix element −√6 t is untouched, since it joins s to A and does not involve the energy of A. The antibonding level follows from the two-level formula with E_p replaced by −1.5 eV for A:

E₊ = −3.25 eV + √(1.75² + 24) eV = −3.25 eV + 5.20 eV = 1.95 eV.

This is about 1 eV below the first estimate, and it is the largest correction found within the cluster. The other oxygen levels spread out as well, and the highest of them lies at 0.75 eV. The antibonding state remains the highest filled one, by 1.2 eV. The thermal energy at 300 K is 0.026 eV, so a hole in this cluster would stay in that state.

The empty Bi 6p orbitals do not disturb the result for the cluster while the ion is centred. Inversion through Bi leaves s unchanged and exchanges σ orbitals on opposite sides, inward lobe for inward lobe, so A is unchanged too. A 6p orbital changes sign. Matrix elements of H between unchanged and sign-changing functions vanish, so 6p cannot mix into a state made of s and A. In a crystal, inversion gives this protection only at wavevectors k that are equivalent to −k. At a general wavevector 6p can mix in, although at some special ones another symmetry still forbids it. The crystal model below leaves 6p out. Spin–orbit coupling on Bi, left out here, does not alter this conclusion: it has no matrix element within an s shell, which has no orbital angular momentum, and it does not connect s with p.

An ion off its centre loses this protection. To size the effect, Bi was moved by 0.010 nm along z, with O–O hopping included and every Bi–O hopping taken to vary as the inverse square of the distance, a rough law. Without 6p the highest filled level rises by 0.012 eV. With 6p orbitals at 5 eV, and with rough hoppings to oxygen of 2.5 eV along the bond and −0.6 eV across it, the rise is 0.006 eV. That the second number is smaller agrees with a general property of such matrices: adding orbitals cannot raise a level that keeps its place in the order counted from below. Both numbers are below the thermal energy. They apply to this small displacement and to this distance law: with hoppings that vary as the inverse fourth power of the distance, the rises are 0.057 eV without 6p, above the thermal energy, and 0.014 eV with it. The model does not tell whether the ion prefers to move.

Vibration has a larger effect. Consider the motion in which all six oxygens move in and out together by x, with Bi at rest. Its kinetic energy is 6 × ½M(dx/dt)², where M is the mass of one oxygen. With Q = √6 x this becomes ½M(dQ/dt)², the form for a single particle of mass M. For a harmonic oscillator of angular frequency ω at temperature T, with k_B for Boltzmann's constant, the mean square of Q is

⟨Q²⟩ = [ħ/(2Mω)] coth[ħω/(2k_BT)],

where the factor before the hyperbolic cotangent is the zero-point value. The root-mean-square change of one bond is √(⟨Q²⟩/6). For a rough phonon energy of 0.070 eV at 300 K it is 0.0019 nm, or 0.82% of d. With the inverse-square law, t changes by twice this fraction, 1.64%. The response of the level, without O–O hopping, comes from differentiating the two-level formula with respect to t and multiplying by t:

t dE₊/dt = 6t²/√[((E_p − E_s)/2)² + 6t²] = 24/5.5 eV = 4.36 eV.

The product 0.0164 × 4.36 eV is 0.072 eV, equal to the value found by diagonalising the cluster with shortened and lengthened bonds. In this estimate the level moves by nearly three times k_BT for a typical excursion. Hopping between oxygens that grows as the octahedron shrinks would take back part of this, because it lowers A. In an oxide this coupling can slow a hole, or trap it by letting the lattice relax around it. Neither effect is included in the estimates here.

In a crystal, the first question is how many Bi ions share an oxygen. Suppose Bi ions form a simple cubic lattice of spacing a, with one oxygen halfway between each pair of neighbours. Every Bi has six oxygens, but every oxygen belongs to two Bi. Take the bonds along x, and let all the oxygen p orbitals on them point towards +x. The oxygen to the right of a Bi has its positive lobe pointing away from it and the matrix element +t. The oxygen to the left has its positive lobe pointing towards the Bi and the matrix element −t. In a wave of wavevector k, the amplitude on the left oxygen differs from that on the right one by the factor exp(−ik_x a). The coupling for the x direction is

t[1 − exp(−ik_x a)],

with magnitude 2t|sin(k_x a/2)|. The y and z directions give the same with their own components. The three oxygen waves are orthogonal, so the squares add:

g(k) = 2t √[sin²(k_x a/2) + sin²(k_y a/2) + sin²(k_z a/2)].

At k = 0 the coupling vanishes, since each oxygen then sees equal 6s amplitudes on its two sides and the hops cancel. At the corner of the zone all three sines are 1, and g = √12 t = 6.93 eV. The mean of sin² over the zone is ½, so the mean of g² is 4t² × 3/2 = 6t². The cluster value √6 t survives as the root mean square over all wavevectors. A periodic lattice of 4 × 4 × 4 Bi sites, diagonalised in real space, reproduces both the formula and this mean.

In Ba₂BiTaO₆, Bi and Ta alternate in all three directions, and each oxygen has one Bi and one Ta neighbour. Different Bi ions then have different oxygens. A 6s wave couples to the wave built from the combinations A around each Bi, with equal phases on both sides of the matrix element, and the result is −√6 t at every wavevector. Removing every other Bi from the 4 × 4 × 4 lattice confirms this: each remaining ion keeps the squared coupling 6t², and no two of them share an oxygen.

The Bi–O hopping alone thus gives a level that does not depend on k, and a hole could not travel. It can move if there is hopping between oxygens of neighbouring octahedra, either directly or by way of Ta orbitals. The direct hopping is taken first. In a model with equal Bi–O and Ta–O distances, each oxygen has four further oxygen neighbours around its Ta ion. At k = 0 these have the same geometry and phase as the four around Bi, so the shift of A doubles to −3.0 eV, and

E₊ = −4 eV + √(1 + 24) eV = 1.0 eV.

An oxygen state lies above it. Give the oxygens on +x, +y, −x and −y orbitals along +y, −x, −y and +x, like a wheel turning about z. For the first two, a·u = b·u = 1/√2 and a·b = 0, so h = ½(V_σ − V_π) = 0.375 eV. Each oxygen of the wheel has two such neighbours around Bi and two around Ta, and the contributions to all other orbitals cancel in pairs. The energy is 4 × 0.375 eV = 1.5 eV. At k = 0, then, the highest filled state is not the 6s antibonding one.

Close to k = 0 this remains so, but at some wavevectors further away the order is reversed. On a grid of 4 × 4 × 4 wavevectors, with O–O hopping and no Ta orbitals, the top band runs from 1.50 eV to 2.41 eV. The lower value is that of the wheel state. A finer grid of 16 × 16 × 16 wavevectors lowers the minimum by about 0.02 eV, to 1.48 eV, and leaves the maximum unchanged. The maximum lies at k = (0, 1, 0)π/(2d), and 29% of the state there is 6s. The highest filled state of the crystal model therefore keeps its 6s character, although the top band as a whole does not.

The empty 5d orbitals of Ta change the position of the maximum. Two of them, called e_g, point along the Ta–O bonds. The model leaves out the other three and places the e_g pair at 5 eV with a rough hopping of 2.5 eV, and the maximum drops to 2.04 eV and moves to k = (1, −1, 1)π/(4d), with a 6s share of 32%. Symmetry explains the move. The e_g orbitals are unchanged by inversion through Ta. Such an inversion equals inversion through Bi followed by a translation by 4d along x, which multiplies a wave by a phase factor. At the new maximum this factor is −1, so a state that contains 6s, and is unchanged by inversion through Bi, changes sign under inversion through Ta. It cannot mix with e_g, and its energy of 2.04 eV is the same with and without them. At the old maximum the factor is +1. There A has one sign on the four oxygens that lie along x and z from Ta and the opposite sign on the two along y, a pattern that e_g orbitals do couple to. Being empty and higher in energy, they push that state down, below 2.04 eV or at most to it.

These numbers should be set beside the real compound with care. Ba₂BiTaO₆ has been studied as a p-type oxide because its filled 6s shell contributes to the top of the valence band, and the Bi–O distance used here is typical of it. The orbital energies and hoppings are round values of a plausible size, not fitted ones. One departure is that the Ta octahedra are smaller, with Ta–O distances of roughly 0.20 nm. If the O–O hoppings around Ta grow as the inverse square of distance, they increase by a factor (0.23/0.20)² = 1.32. The shift of A at k = 0 becomes −1.5 eV − 1.98 eV = −3.48 eV, and the antibonding level there falls from 1.0 eV to about 0.7 eV. The model also leaves out the empty Ta 6s orbital, which can couple to A at k = 0 and would lower that level further. Real films also contain tilted octahedra, defects and holes trapped by the lattice, and many other Bi³⁺ oxides hold the ion well off centre. For those, six equal hoppings are a poor start. The general strength g with its own tᵢ then replaces √6 t, and the mixing with Bi 6p, which is no longer forbidden, has to be included as well. The numerical output below lists the main inputs and many of the results.

Computed values

```
Rough model inputs, regime of Ba2BiTaO6
Bi-O distance: 0.23 nm
Bi 6s level E_s: -5.000 eV
O 2p level E_p: 0.000 eV
single-bond hopping t: 2.000 eV
O-O hopping, sigma: 0.600 eV
O-O hopping, pi: -0.150 eV
Bi 6p level: 5.000 eV
Bi 6p - O 2p hopping, sigma: 2.500 eV
Bi 6p - O 2p hopping, pi: -0.600 eV
Ta 5d e_g level: 5.000 eV
Ta 5d - O 2p hopping, sigma: 2.500 eV
Gaussian symmetry model (not a calculation of Bi)
total coupling / one hopping: 2.449490 (ratio)
largest pi coupling / one hopping: 0.000000 (ratio)
Cluster without O-O hopping
group coupling sqrt(6)*t: 4.899 eV
bonding level: -8.000 eV
antibonding level: 3.000 eV
6s share of antibonding state: 27.3 %
share of each oxygen: 12.1 %
antibonding level with one bond only: 0.702 eV
antibonding level, second-order estimate: 4.800 eV
Neglected effects in the cluster
O-O shift of symmetric combination: -1.500 eV
antibonding level with O-O hopping: 1.952 eV
highest pure-oxygen level with O-O hopping: 0.750 eV
off-centre displacement: 0.010 nm
its level shift without Bi 6p: 0.0119 eV
its level shift with Bi 6p: 0.0064 eV
temperature: 300 K
thermal energy kT: 0.0259 eV
breathing phonon energy: 0.070 eV
rms bond-length change: 0.00189 nm
antibonding-level change for rms breathing: 0.072 eV
Crystals
largest coupling if two Bi share each O: 6.928 eV
smallest such coupling: 0.000 eV
O-O only: top-band minimum on k grid: 1.500 eV
O-O only: top-band maximum on k grid: 2.410 eV
O-O only: 6s share at maximum: 29.2 %
O-O only: reduced k of maximum: (0.5, 0, 0.5) (fractions)
O-O and Ta e_g: top-band minimum on k grid: 1.500 eV
O-O and Ta e_g: top-band maximum on k grid: 2.040 eV
O-O and Ta e_g: 6s share at maximum: 31.7 %
O-O and Ta e_g: reduced k of maximum: (0, 0.5, 0) (fractions)
```
